# Second-harmonic phase distortion in an abrupt-junction depletion phase shifter

## Problem

A silicon rib waveguide contains a lateral p-n junction. Reverse bias widens the depletion region, removes free carriers from the path of the light and so raises the refractive index. The optical phase follows the voltage, but not linearly.

The total reverse potential across the junction is

\[
V(t)=V_0+v\sin\theta,\qquad \theta=\omega t,\qquad V_0=4\ \mathrm{V},\quad v=1\ \mathrm{V}.
\]

"Total" means that \(V_0\) includes the built-in potential. "Amplitude" means that \(V\) swings between 3 V and 5 V. Assume that

- the junction is abrupt, with uniform doping \(N_A\) and \(N_D\) on its two sides;
- the depletion region holds no mobile carriers and has sharp edges;
- the carriers follow the voltage without delay;
- the optical mode has constant intensity over the region that the depletion edges cross;
- the index changes through carrier removal alone.

**(a)** Find how the depletion width \(W\) depends on \(V\), and show that the phase is proportional to \(W\).

**(b)** Expand \(W\) in \(m=v/V_0\) and find the ratio \(R\) of the second-harmonic to the fundamental phase amplitude, with its first correction.

**(c)** Evaluate the phase amplitudes for \(N_A=N_D=3\times10^{17}\ \mathrm{cm^{-3}}\), relative permittivity 11.7, wavelength 1550 nm, length 2 mm and a mode spread evenly over a 500 nm core. A Drude estimate gives index steps \(\Delta n_e=3.573\times10^{-4}\) and \(\Delta n_h=2.382\times10^{-4}\) on removal of the electrons and of the holes.

**(d)** Decide which of the assumptions matter for the result.

## Hints

1. The depleted charges on the two sides must balance. The field is then a triangle, and its area is the voltage.
2. When an edge moves by \(dx\), ask what index change is added and how strongly the light samples it.
3. Write \(W/W_0=\sqrt{1+m\sin\theta}\). A term \(\sin^2\theta\) is part constant and part \(\cos2\theta\).
4. For the first correction, the expansion must reach \(m^4\): the cubic term feeds the fundamental and the quartic term feeds the second harmonic.

## Solution

### (a) Width and phase

Let the depletion region reach \(x_p\) into the p side and \(x_n\) into the n side. Outside it the field vanishes, so the enclosed charge is zero:

\[
N_Ax_p=N_Dx_n,\qquad W=x_p+x_n .
\]

Solving these two equations gives

\[
x_p=\frac{N_D}{N_A+N_D}W,\qquad x_n=\frac{N_A}{N_A+N_D}W .
\]

By Gauss's law the field magnitude rises linearly from zero at each edge to its peak at the junction,

\[
E_0=\frac{qN_Ax_p}{\varepsilon}=\frac{q}{\varepsilon}\,\frac{N_AN_D}{N_A+N_D}\,W .
\]

The potential is the area of the triangle, \(V=E_0W/2\). Therefore

\[
V=\frac{q}{2\varepsilon}\,\frac{N_AN_D}{N_A+N_D}\,W^2,
\qquad
W=\sqrt{\frac{2\varepsilon V}{q}\left(\frac1{N_A}+\frac1{N_D}\right)} .
\]

To first order in the index change, the phase is \(2\pi L/\lambda\) times the index change averaged over the mode. Let \(g\) be the mode intensity per unit length across the junction, normalized to unit area. Vertical confinement and the group-index factor are set to one, which affects absolute phases but not \(R\). With \(g\) constant,

\[
\phi=\frac{2\pi L}{\lambda}\,g\,(\Delta n_h x_p+\Delta n_e x_n).
\]

Both \(x_p\) and \(x_n\) are fixed fractions of \(W\), so \(\phi\propto W\propto\sqrt V\). Here \(\phi\) is the added phase delay, positive for a rise in index. The steps \(\Delta n_e\) and \(\Delta n_h\) enter as a common factor. As long as the junction is abrupt, the mode is flat and carrier removal alone changes the index, an error in them changes the size of the modulation but not its harmonic ratio.

### (b) The harmonics

With \(W_0=W(V_0)\) and \(s=\sin\theta\),

\[
\frac{\phi}{\phi_0}=\frac{W}{W_0}=(1+ms)^{1/2}.
\]

The first four derivatives of \((1+u)^{1/2}\) at \(u=0\) are \(\tfrac12,-\tfrac14,\tfrac38,-\tfrac{15}{16}\). Division by \(1!,2!,3!,4!\) gives

\[
\frac{W}{W_0}=1+\frac m2s-\frac{m^2}{8}s^2+\frac{m^3}{16}s^3-\frac{5m^4}{128}s^4+\dots
\]

The powers of the sine are

\[
s^2=\frac{1-\cos2\theta}{2},\quad
s^3=\frac{3\sin\theta-\sin3\theta}{4},\quad
s^4=\frac{3-4\cos2\theta+\cos4\theta}{8}.
\]

Collect the coefficient of \(\sin\theta\), called \(a_1\), from the first and third powers:

\[
a_1=\frac m2+\frac34\cdot\frac{m^3}{16}+\dots
=\frac m2\left(1+\frac{3m^2}{32}+\dots\right).
\]

Collect the coefficient of \(\cos2\theta\), called \(b_2\), from the second and fourth powers. In each, a negative coefficient multiplies \(-\tfrac12\):

\[
b_2=\frac{m^2}{16}+\frac{5m^4}{256}+\dots
=\frac{m^2}{16}\left(1+\frac{5m^2}{16}+\dots\right).
\]

The ratio follows on dividing, with \(1/(1+\delta)\approx1-\delta\) in the correction:

\[
R=\frac{b_2}{a_1}
=\frac m8\left(1+\frac{5m^2}{16}-\frac{3m^2}{32}+\dots\right)
=\frac m8\left(1+\frac{7m^2}{32}+\dots\right).
\]

For \(m=1/4\) the leading term is

\[
R\approx\frac{1}{32}=3.125\ \%,
\]

which is the ratio near 3.1 percent given by the second-order expansion. The correction multiplies it by \(1+7/512=1.0137\), giving 3.168 %. Fourier projection of the full square root gives 3.169 %, or \(-30.0\) dB as an amplitude ratio. Within the stated model, 3.2 % is thus the better two-figure value.

The positive sign of \(b_2\) has a simple meaning. At the voltage maximum \(\cos2\theta=-1\), so the second harmonic lowers the crest; at the minimum \(\cos2\theta\) is again \(-1\), and it deepens the trough. A wide depletion region needs more voltage for each further nanometre than a narrow one.

The same expansion gives two more features. The constant part of \(s^2\) lowers the mean phase by the fraction \(m^2/16\) of \(\phi_0\), equal at this order to the second-harmonic amplitude. The third harmonic has coefficient \(-m^3/64\), so its ratio to the fundamental has magnitude \(m^2/32\approx0.20\ \%\).

**Small and large drive.** For small \(m\), the fundamental grows as \(v\) and the second harmonic as \(v^2\). At fixed \(V_0\), halving the drive halves \(R\). At fixed \(v\), raising \(V_0\) lowers \(R\) as \(1/V_0\).

The opposite limit is \(m=1\), where the junction potential just touches zero. With \(\alpha=\theta-\pi/2\),

\[
\sqrt{1+\sin\theta}=\sqrt{1+\cos\alpha}=\sqrt2\,|\cos(\alpha/2)| .
\]

Its \(\cos k\alpha\) coefficients are proportional to

\[
\int_0^\pi\cos\frac\alpha2\cos k\alpha\,d\alpha
=\frac{(-1)^k}{2}\left(\frac1{k+\frac12}-\frac1{k-\frac12}\right)
=\frac{-(-1)^k}{2(k^2-\frac14)},
\]

which is \(2/3\) for \(k=1\) and \(-2/15\) for \(k=2\). Since \(\cos\alpha=\sin\theta\) and \(\cos2\alpha=-\cos2\theta\), the ratio is \(R=1/5\), against \(1/8\) from the leading term. This is a limit of the square-root law, not of a real junction: near zero total potential the depletion picture itself fails.

### (c) Numbers

For equal doping \(N\), \(W_0^2=4\varepsilon V_0/(qN)\), which gives \(W_0=185.7\) nm. The width is 160.8 nm at 3 V and 207.6 nm at 5 V.

These three widths already reveal the harmonic. Half the difference of the extremes is 23.4 nm, close to the fundamental. The mean of the extremes is 184.2 nm, which lies 1.5 nm below \(W_0\). At leading order this displacement is the mean shift plus the second harmonic at the crest, \(-2b_2W_0\), so the second-harmonic width amplitude is about 0.74 nm. Fourier projection gives 23.35 nm and 0.740 nm.

With \(x_p=x_n=W_0/2=92.85\) nm and \(g=1/(500\ \mathrm{nm})\), the phase due to depletion at bias is

\[
\phi_0=\frac{2\pi(2\ \mathrm{mm})}{1550\ \mathrm{nm}}
\cdot\frac{92.85}{500}\cdot(3.573+2.382)\times10^{-4}
=0.896\ \mathrm{rad}.
\]

The fundamental phase amplitude is 113 mrad and the second harmonic 3.57 mrad. These are harmonics of the optical phase, not of the intensity after an interferometer, whose response is itself nonlinear.

### (d) What the assumptions are worth

**Doping profile.** Suppose \(\phi\propto V^p\). For any smooth \(\phi(u)\), with \(u=V/V_0-1=m\sin\theta\), the quadratic term \(\tfrac12\phi''m^2\sin^2\theta\) contributes \(-\tfrac14\phi''m^2\) to \(\cos2\theta\), while the fundamental is \(\phi'm\). Hence, at leading order,

\[
R=-\frac m4\,\frac{\phi''(0)}{\phi'(0)} .
\tag{1}
\]

For the power law, \(\phi'\propto p\) and \(\phi''\propto p(p-1)\), so \(R=m(1-p)/4\). The abrupt junction has \(p=1/2\).

Now take net doping \(Gx\) that varies linearly through the junction. Gauss's law gives \(E=qG(W^2/4-x^2)/(2\varepsilon)\) in magnitude, and integration from \(-W/2\) to \(W/2\) gives \(V=qGW^3/(12\varepsilon)\). The number of carriers removed per side is \(\int_0^{W/2}Gx\,dx=GW^2/8\propto V^{2/3}\). If the index change is linear in carrier density and the mode is flat, \(p=2/3\) and \(R=m/12=2.1\ \%\).

**Thermal tails.** The depletion edges are not sharp. For equal doping, let \(u_b\) be the band bending on one side in units of \(kT/q\), and \(z\) the distance in Debye lengths \(\sqrt{\varepsilon kT/(q^2N)}\). With majority carriers in equilibrium and minority carriers neglected, Poisson's equation is \(u_b''=1-e^{-u_b}\). Multiplying by \(u_b'\) and integrating from the neutral region gives

\[
\tfrac12u_b'^2=u_b-1+e^{-u_b}.
\]

The number of carriers removed is proportional to \(\int(1-e^{-u_b})dz=-u_b'(0)\). At the junction \(u_b(0)=qV/(2kT)\), about 77 here, so the exponential is negligible and

\[
-u_b'(0)=\sqrt{2\left(\frac{qV}{2kT}-1\right)}\ \propto\ \sqrt{V-\frac{2kT}{q}} .
\]

At 300 K the offset is 52 mV, and \(R\) rises from 3.17 % to 3.21 %.

**Temperature.** The estimated built-in potential is 0.89 V at 300 K, so the applied reverse bias is 3.11 V. With that bias held fixed and the device at 350 K, the total falls to 3.95 V and \(R\) becomes 3.21 %. This estimate holds the band gap fixed and leaves out the thermal tails. An empirical temperature dependence of the intrinsic density, which includes the shrinking gap, gives 3.93 V and 3.23 % instead.

**Series resistance.** The calculation in (b) takes \(v\) at the junction itself. If the 1 V amplitude is instead applied at 10 GHz through 10 Ω mm, with a junction capacitance of 0.123 pF/mm at bias, the RC time is 1.23 ps. Solving the circuit with the voltage-dependent capacitance gives \(R=3.12\ \%\). This capacitance is the parallel-plate value for a 220 nm rib, without fringing fields, and the small shift holds only while \(\omega RC\ll1\). At the same frequency, an RC time three times as long gives 2.8 % and one six times as long gives 2.1 %. A 50 Ω source driving a lumped 2 mm junction adds 100 Ω mm, so the drive circuit can matter as much as the doping profile.

**High field.** The peak field reaches 0.48 MV/cm at 5 V. An upper bound on the avalanche ionization integral, from the silicon electron coefficient, is 0.27. Breakdown requires unity, so this planar model does not break down; field crowding at corners is not covered. A triangular-barrier estimate of band-to-band tunnelling has exponent 75. Silicon has an indirect gap, and an empirical fit for phonon-assisted tunnelling gives a smaller exponent, near 40, but band-to-band tunnelling remains negligible here; tunnelling through traps is not included. The doping is about 1 % of the conduction-band effective density, so electron degeneracy is weak.

**Beside real devices.** Silicon depletion modulators have, roughly, doping of \(10^{17}\) to \(10^{18}\ \mathrm{cm^{-3}}\), lengths of millimetres and reverse biases of a few volts, so the chosen inputs are ordinary. The modulation is on the weak side: a slope of 0.113 rad/V over 0.2 cm corresponds to \(\pi\times0.2/0.113\approx5.6\) V cm for a phase of \(\pi\) if the slope at bias is extended linearly, against a rough one to three V cm for many such devices. Much of the gap comes from the Drude estimate, which makes the hole step too small. Fits to measured silicon data at 1550 nm give, at this density, about \(2.6\times10^{-4}\) for electrons and \(7\) to \(8\times10^{-4}\) for holes. The phase amplitudes in (c) then grow by a factor of 1.6 to 1.8, and the product falls to between 3.1 and 3.6 V cm. The ratio \(R\) in (b) does not change. Real implanted junctions are not perfectly abrupt, and the linearly graded case above shows a shift from 3.1 % to 2.1 %. That value takes the index as linear in carrier density; with the measured hole response, which grows more slowly than the density, the graded ratio is 2.3 to 2.4 %. Two other assumptions, the flat mode and the absence of a direct field effect on the index, can matter still more. They are the subjects of the variations.

## Variation 1: a confined mode

*The mode is centred on the junction, with \(g(x)\propto\exp(-2x^2/w^2)\) and \(w=250\) nm. The doping is equal on both sides. Find \(R\).*

Both edges lie at distance \(x=x_0\sqrt{1+u}\) from the centre, with \(x_0=W_0/2\). Apart from a constant factor, \(\phi=\int_0^x g(x')dx'\). At \(u=0\), \(dx/du=x_0/2\) and \(d^2x/du^2=-x_0/4\), so

\[
\phi'=\frac{x_0}{2}g,\qquad
\phi''=\frac{x_0^2}{4}\frac{dg}{dx}-\frac{x_0}{4}g .
\]

Equation (1) and \((dg/dx)/g=-4x_0/w^2\) give

\[
R=\frac m8\left(1-\frac{x_0}{g}\frac{dg}{dx}\right)
=\frac m8\left(1+\frac{4x_0^2}{w^2}\right).
\]

As the edges move outward they enter weaker light, which adds to the curvature of the square root. For \(x_0=92.85\) nm the bracket is 1.55 and the leading result is 4.85 %. The full waveform gives 4.89 %. The flat-mode result returns when \(w\gg2x_0\).

## Variation 2: the Kerr index of the junction field

*Return to the flat mode, with light polarized along the junction field. Include the Kerr effect with a rough susceptibility \(\chi=2\times10^{-19}\ \mathrm{m^2/V^2}\) and \(n=3.48\). Find \(R\).*

A static field \(E\) adds the optical polarization \(3\varepsilon_0\chi E^2E_{\rm opt}\). Thus \(\Delta(n^2)=3\chi E^2\), and for a small change

\[
\Delta n_K=\frac{3\chi}{2n}E^2 .
\]

With equal doping, each half of the triangular field contributes \(\int E^2dx=E_0^2W/6\), so the sum is \(E_0^2W/3\). Since \(E_0=2V/W\) and \(W\propto V^{1/2}\), this phase grows as \(V^2/W\propto V^{3/2}\). It has the same sign as the carrier phase but the opposite curvature. Let \(\kappa\) be the ratio of the two phases at bias:

\[
\kappa=\frac{(3\chi/2n)E_0^2W_0/3}{(\Delta n_e+\Delta n_h)W_0/2}
=\frac{\chi E_0^2}{n(\Delta n_e+\Delta n_h)} .
\]

With \(E_0=0.431\) MV/cm at bias, \(\kappa=0.179\). Then

\[
\phi\propto(1+u)^{1/2}+\kappa(1+u)^{3/2},\qquad
\phi'\propto\frac{1+3\kappa}{2},\qquad
\phi''\propto\frac{-1+3\kappa}{4},
\]

and equation (1) gives

\[
R=\frac m8\,\frac{1-3\kappa}{1+3\kappa}.
\]

The factor is 0.301, so the leading result is 0.94 %; the full waveform gives 0.97 %. A Kerr phase of only 18 % of the carrier phase has this much effect because its slope is three times as steep relative to its size. It raises the fundamental by \(3\kappa\approx54\ \%\) and cancels the same fraction of the second harmonic.

More doping does not remove the effect at fixed \(V_0\). For equal doping \(E_0^2=qNV_0/\varepsilon\), while the Drude steps are also proportional to \(N\), so \(N\) cancels in \(\kappa\). With index steps fitted to measurements the cancellation is not exact, and \(\kappa\) rises slowly with doping. The result is sensitive to \(\chi\): half the assumed value gives \(\kappa\approx0.090\) and a leading ratio near 1.8 %. It is equally sensitive to the index steps. With the larger fitted steps quoted in (d) and the original \(\chi\), \(\kappa\) is 0.10 to 0.11 and the full waveform gives 1.6 to 1.7 %.

With the Gaussian mode and the Kerr index together, the full calculation gives 1.78 % for the Drude steps and 2.6 to 2.8 % for the fitted ones. The ratio of 3.1 % at leading order, or 3.2 % from the full square root, is therefore the carrier response of an abrupt junction in a flat mode. A prediction for a particular modulator also needs its mode profile, its doping profile, its RC time at the drive frequency, measured carrier index steps and its Kerr coefficient for the polarization used. The remaining values are in the numerical output.

## Table of computed values

```
Total bias potential V0: 4.00 V
Drive amplitude v: 1.00 V
Modulation depth m: 0.2500
Doping, each side: 3.00e+17 cm^-3
Relative permittivity: 11.7
Refractive index: 3.48
Wavelength: 1550 nm
Length: 2.0 mm; core width: 500 nm
Conductivity masses e, h: 0.26, 0.39 m_e
Built-in potential, 300 K: 0.890 V
Applied reverse bias: 3.110 V
Depletion width at minimum (3 V): 160.82 nm
Depletion width at bias (4 V): 185.70 nm
Depletion width at maximum (5 V): 207.62 nm
Electron index step: 3.573e-04
Hole index step: 2.382e-04
Phase from depletion at bias: 0.8964 rad
Mean phase shift due to drive: -3.554 mrad
Fundamental phase amplitude: 112.73 mrad
Second-harmonic phase amplitude: 3.572 mrad
Fundamental width amplitude: 23.352 nm
Second-harmonic width amplitude: 0.7400 nm
Ratio, leading term: 3.1250 %
Ratio, with next correction: 3.1677 %
Ratio, full square root: 3.1690 %
Full ratio in decibels: -29.98 dB
Third-harmonic ratio, magnitude: 0.2011 %
Gaussian mode radius: 250 nm
Gaussian leading factor: 1.552
Ratio, Gaussian mode: 4.894 %
Kerr susceptibility: 2.0e-19 m^2/V^2
Kerr/carrier phase kappa: 0.1791
Kerr leading factor: 0.301
Ratio, flat mode with Kerr: 0.974 %
Ratio, Gaussian mode with Kerr: 1.778 %
Thermal voltage offset 2kT/q: 51.70 mV
Ratio, thermal tails: 3.2117 %
Total potential at 350 K: 3.948 V
Ratio at 350 K, same applied bias: 3.2121 %
Rib height: 220 nm
Series resistance: 10.0 ohm mm
Junction capacitance: 0.1227 pF/mm
RC time: 1.227 ps; drive: 10 GHz
Ratio with series resistance: 3.1204 %
Peak field at bias: 0.431 MV/cm
Peak field at maximum: 0.482 MV/cm
Avalanche integral, upper bound: 0.269
Tunnelling exponent at maximum: 75.2
Doping / conduction-band density: 0.0107
```
